Why donor-acceptor pair luminescence moves to the red after a pulse

A semiconductor containing both donors and acceptors is held at low temperature and excited by a short flash of light. When the flash ends, electrons sit on donors, holes sit on acceptors, and the crystal glows as they recombine. A detector opened a microsecond later records a band at one photon energy. Opened a hundred microseconds later, it records a weaker band at a lower energy. The temperature is the same and no level in the crystal has been retuned, so the question is what has moved.

In the model below, no pair changes its photon energy. The glow is a sum over pairs of different separation r, and two properties of a pair depend on r: the energy of its photon and the rate at which it recombines. Close pairs have the larger photon energy and the larger rate. They are used up first, and the light that remains comes from more distant pairs.

**The energy of one pair**

Take as zero of energy a donor ion D⁺ and an acceptor ion A⁻ infinitely far apart. Lifting an electron from the valence band to the conduction band costs the gap E_g. Binding the electron to D⁺ returns the donor binding energy E_D, and binding the hole to A⁻ returns E_A. The neutral pair therefore has energy

E_i = E_g − E_D − E_A,

provided that the two neutral centres do not interact. After recombination the ions are bare, and opposite charges at separation r attract:

E_f = −C/r, C = e²/(4πε₀ε).

The photon carries away the difference,

E(r) = E_i − E_f = E_∞ + C/r, E_∞ = E_g − E_D − E_A.

The plus sign comes from the final state: attraction lowers it, so more energy is left for the photon. The permittivity ε is the static one, because the line considered is the zero-phonon line, which connects states in which the lattice has relaxed around the charges.

The example uses rough values typical of gallium nitride lightly doped with magnesium, at 10 K: E_g = 3.50 eV, E_A = 0.22 eV, ε = 9.5 and an electron mass of 0.20 free-electron masses. In the hydrogen-like model the last two give a donor radius a = 2.514 nm and E_D = 30.15 meV. Then C = 0.1516 eV nm and E_∞ = 3.2498 eV. The acceptor is much more compact, with a radius of 0.416 nm estimated from its depth and a hole mass of one.

The neglect of interaction in the initial state can be sized. At r = 5.655 nm, the peak separation at 0.1 μs, the earliest delay in the table below, the electrostatic energy of the two neutral charge clouds is 0.038 meV and the London formula gives a dispersion energy of 0.028 meV in magnitude. That formula assumes clouds that do not overlap; a variational second-order estimate that allows for the time the electron spends near the acceptor gives a somewhat larger magnitude, about 0.04 meV. The term C/r is 26.8 meV there, so both remain small corrections.

**The rate of one pair**

The electron and hole recombine where their wave functions overlap. In the envelope approximation the optical matrix element is a band-to-band factor, common to all pairs, times the overlap S(r) of the two envelopes. The photon energy varies by tens of meV out of more than 3 eV, so its effect on the rate is ignored and the rate is proportional to S².

Let the donor envelope fall as exp(−βr) with β = 1/a, and the acceptor envelope as exp(−αs), where s is the distance from the acceptor and α > β. To find S, first average the donor envelope over a sphere of radius s < r around the acceptor. With ρ the distance to the donor and u the cosine of the polar angle, ρ² = r² + s² + 2rsu, so ρdρ = rs du and

½∫exp(−βρ)du = (1/2rs)∫ρ exp(−βρ)dρ, with ρ from r−s to r+s.

The integral of ρexp(−βρ) is −(1+βρ)exp(−βρ)/β². Inserting the limits gives

exp(−βr){sinh(βs)/(βs) + (1/βr)[sinh(βs)/(βs) − cosh(βs)]}.

This must be weighted with s²exp(−αs) and integrated over s. Extending the integral to infinity introduces errors that fall as exp(−αr), the faster exponential. With D = α² − β², the two integrals needed are

∫s²exp(−αs) sinh(βs)/(βs) ds = 2α/D²,

∫s²exp(−αs) cosh(βs) ds = (2α³ + 6αβ²)/D³.

The first minus the second is −8αβ²/D³. Divided by βr and by the leading term 2α/D², it gives −4β/(Dr). Hence

S(r) ∝ exp(−r/a)[1 − b/r], b = 4β/(α² − β²).

The wider orbital sets the exponential. Here b is about 0.28 nm, small compared with the separations of interest, so the model takes

W(r) = W₀ exp(−2r/a).

The factor 2 comes from squaring the overlap. The prefactor is given the round value W₀ = 10⁸ s⁻¹.

Three pairs show the mechanism:

r = 5 nm: photon 3.2802 eV, lifetime 0.53 μs
r = 10 nm: photon 3.2650 eV, lifetime 29 μs
r = 15 nm: photon 3.2600 eV, lifetime 1525 μs

Taken as isolated pairs, after 1 μs a fraction exp(−1/0.534) = 0.15 of the 5 nm pairs survives, but 0.97 of the 10 nm pairs. After 100 μs the 5 nm pairs are gone, 0.03 of the 10 nm pairs remain, and 0.94 of the 15 nm pairs are still waiting. The photon energies in the list have not changed; the populations have.

**Many possible partners**

A real donor is surrounded by many acceptors and its electron can recombine with any of them. Assume that acceptors are placed at random with density N, that all are neutral after the pulse, and that they so outnumber the donors that their depletion can be ignored. Assume also that the pulse is short compared with the delay, and that electrons neither return to the band nor hop between donors.

For given acceptor positions, the donor is still neutral at time t with probability exp(−ΣW_i t). Divide space into small cells of volume dV. A cell holds an acceptor with probability N dV, and then contributes a factor exp(−Wt); otherwise it contributes 1. Its average factor is

1 − N dV + N dV exp(−Wt) = exp{−N dV[1 − exp(−Wt)]}

to first order in dV. Multiplying over all cells gives the surviving fraction

P(t) = exp{−N∫4πr²[1 − exp(−W(r)t)]dr}.

For light emitted into an acceptor between r and r + dr, the cells of that shell must supply the acceptor, its rate and its own survival factor. The other cells supply P(t). The emission per donor is thus

4πr²N W(r) exp(−W(r)t) P(t) dr.

P(t) does not depend on r. Competition between partners dims the whole spectrum at a given delay by one common factor and leaves its shape alone. In this model the peak position is therefore independent of N.

This was tested on 60,000 donors with explicit random acceptors at W₀t = 100. The formula gives an emission average ⟨a/r⟩ = 0.3637. The random configurations gave 0.3632 at Na³ = 0.002 and 0.3638 at Na³ = 0.02, while the surviving fraction fell from 0.84 to 0.17.

**Why the sign must be red**

Let angle brackets denote an average over the light emitted at time t, with weight q = r²W exp(−Wt). The mean photon energy is

⟨E⟩ = ∫E q dr / ∫q dr.

Time enters through the exponential alone, so ∂q/∂t = −Wq. The quotient rule then gives

d⟨E⟩/dt = −⟨EW⟩ + ⟨E⟩⟨W⟩ = −Cov(E,W).

The covariance can be written as a double average over two independently chosen emitters, 1 and 2:

Cov(E,W) = ½⟨(E₁ − E₂)(W₁ − W₂)⟩.

To see this, multiply out: the two like terms give 2⟨EW⟩ and the two cross terms give −2⟨E⟩⟨W⟩. If E and W both fall with r, the two brackets have the same sign for every choice of emitters. The covariance is positive and the mean energy falls.

This equation shows why both dependences are needed. Without the Coulomb term all pairs emit at E_∞; the glow still decays non-exponentially, but its colour is fixed. With a rate independent of r, all parts of the spectrum fade together and the covariance is zero. The exponential form of W is not needed for the sign. At 1 μs the mean energy drifts by −3.74 meV/μs for the tunnelling law. For a rate W₀/[1 + (r/a)⁶] it drifts by −3.61 meV/μs. For an artificial rate that rises with distance, 10⁶ s⁻¹ × exp[(r − 20 nm)/a] for r up to 20 nm, the drift is +0.29 meV/μs, a blue shift.

**Where the peak lies**

A spectrum counts photons per unit energy, not per unit separation. From E = E_∞ + C/r, |dE/dr| = C/r², so the emission per unit r must be multiplied by r²/C:

I(E,t) ∝ r⁴ W(r) exp(−W(r)t).

Take the logarithm and differentiate with respect to r, using dW/dr = −2W/a:

4/r − 2/a + (2/a)Wt = 0.

Multiplying by a/2 and rearranging gives the peak separation r_p:

W(r_p)t = 1 − 2a/r_p.

The left side falls with r and the right side rises, so there is one solution. The derivative is positive below it and negative above it, so it is a maximum.

At zero delay the left side vanishes and r_p = 2a = 5.03 nm, with a peak at 3.2800 eV. The Coulomb shift is then C/(2a), which for a hydrogen-like donor equals E_D. This is the largest red shift the peak can accumulate in the model, since it can go no lower than E_∞. The limit is an idealisation: an actual pulse has a duration, and very close pairs are not well described by two separate centres.

At long delay, take the logarithm of the peak condition:

r_p = (a/2)ln(W₀t) − (a/2)ln(1 − 2a/r_p).

The second term is a positive addition that dies away as r_p grows. At 100 μs the first term is 11.58 nm and the full solution is 12.24 nm. The emitting separation grows with the logarithm of time because each equal step outward multiplies the lifetime by an equal factor.

**How fast the peak moves**

Write x = r_p/a, so that ln(W₀t) = 2x + ln(1 − 2/x). Differentiating,

d ln t/dx = 2 + 2/[x(x − 2)] = 2(x − 1)²/[x(x − 2)].

The peak energy is E_p = E_∞ + C/(ax), so dE_p/dx = −C/(ax²). Dividing dE_p/dx by d ln t/dx,

dE_p/d ln t = −(C/2a)(x − 2)/[x(x − 1)²].

Multiplication by ln 10 gives the shift per decade of delay. The speed is zero at x = 2, rises, and falls again. Setting the derivative of its logarithm to zero gives 1/(x − 2) − 1/x = 2/(x − 1), hence x² − 3x + 1 = 0 and x = 2.618. For the example this is r_p = 6.6 nm, reached at about 0.4 μs, where the peak moves by 6.3 meV per decade. For large x the speed per unit ln t tends to Ca/(2r_p²): the separation still grows logarithmically, but the Coulomb curve flattens.

The worked values are:

0.1 μs: r_p = 5.66 nm, peak 3.2767 eV, −4.9 meV/decade
1 μs: r_p = 7.27 nm, peak 3.2707 eV, −6.0 meV/decade
10 μs: r_p = 9.61 nm, peak 3.2656 eV, −4.2 meV/decade
100 μs: r_p = 12.24 nm, peak 3.2622 eV, −2.7 meV/decade

The entry at 1 μs can be checked by hand. The right side of the peak condition is 1 − 5.027/7.267 = 0.308. The left side is 100 exp(−2 × 7.267/2.514) = 0.308. The Coulomb term is 0.1516/7.267 = 20.9 meV. At 100 μs it is 0.1516/12.240 = 12.4 meV. The peak has moved by 8.5 meV, or from 379.07 to 380.06 nm in vacuum wavelength. As a test, photons were also counted directly in narrow energy intervals; the peaks found in this way agree with the formula to within 0.001 meV at all four delays.

The mean energy behaves differently at first. At 0.1 μs it is 3.2848 eV, above the peak. At zero delay the weight is r²exp(−2r/a), for which ⟨1/r⟩ = 1/a, so the mean starts at E_∞ + C/a, twice as far above E_∞ as the peak. The excess comes from a long tail of close, fast pairs. By 10 μs the mean has crossed the peak; at 10 and 100 μs it lies below the peak by a few tenths of a meV or less.

The band also narrows, from a full width at half maximum of 26 meV at 0.1 μs to 3.8 meV at 100 μs. At long delay the emitting pairs form a packet in r with the shape Wt exp(−Wt), if the slower factor r⁴ is set aside. Its half-height points are Wt = 0.232 and 2.68, so its width is (a/2)ln(2.68/0.232) = 1.22a, independent of time. The energy width is then about 1.22Ca/r_p², which shrinks as the packet moves out. This estimate gives 3.1 meV at 100 μs, against the actual 3.8 meV. The gap comes mainly from the factor r⁴, which at this delay still widens the packet to 1.56a.

**A different rate law**

The logarithmic motion of r_p is a mark of tunnelling, whereas the red sign is not. Suppose that the rate were W = K/r⁶ at the separations that matter. Then

ln I = −2 ln r − Kt/r⁶ + constant.

Setting the derivative to zero gives −2/r + 6Kt/r⁷ = 0, so

r_p = (3Kt)^(1/6), E_p − E_∞ = C/(3Kt)^(1/6).

The Coulomb term now falls as a power of time. With tunnelling it falls at late times as 2C/[a ln(W₀t)]. For independent emitters with fixed photon energies, a red shift of the mean shows only that faster emitters tend to have higher photon energies; its time dependence carries information about the rate law.

A sharper comparison uses two fixed photon energies, belonging to separations r₁ and r₂. The common factor P(t) cancels from the ratio of their intensities:

I₁/I₂ ∝ exp{−[W(r₁) − W(r₂)]t}.

In this model the ratio is a single exponential, although neither intensity is.

**What the model leaves out**

The prefactor W₀ enters through the product W₀t. Raising it tenfold is the same as looking ten times later, and the shift between 1 and 100 μs drops from 8.5 to 5.7 meV. Using the full overlap of the two orbitals, with the long-distance rate held fixed, gives 8.5 meV again. The permittivity of the real crystal depends on direction. Replacing 9.5 by 10.4 throughout, with the donor radius scaled accordingly and W₀ held fixed, gives 7.1 meV.

Other charged centres in the crystal produce random fields. A pair turns from neutral into a dipole when it emits, so a field F along its axis changes the photon energy by eFr, with either sign. For 10¹⁶ cm⁻³ donors, all ionised together with as many acceptors, a characteristic field for randomly placed charges is 0.0029 MV/cm. At 12.24 nm, eFr is then 3.6 meV for a field along the axis. Dividing by √3 for random directions gives 2 meV, and a Gaussian of that width at both delays changes the shift to 8.8 meV. For independently placed charges this understates the blur, because the field of random charges has no single strength and its distribution has a long tail. About two thirds of the pairs at 12.24 nm are displaced by less than 5 meV, the rest by more. With the full distribution, and a displacement proportional to r, the shift is 9.3 meV. These figures assume charges placed independently of one another at the full donor density. The ions left by earlier recombination in this model are fewer (13% of the donors at 1 μs, 56% at 100 μs) and come as close D⁺A⁻ pairs whose fields largely cancel. For them the median displacement at 100 μs is only about 0.4 meV and the shift stays at 8.5 meV. In either case the lines blur but the red shift stays.

Heat and hopping limit the times and temperatures. With a rough capture coefficient of 10⁻⁶ cm³/s, thermal release of the donor electron is negligible at 10 K, but takes 100 μs at about 24 K. Above that temperature the late part of the calculation no longer applies. Hopping between donors at their mean nearest-neighbour distance of 25.7 nm, with a rough attempt rate of 10¹² s⁻¹, would occur about 0.13 times in 100 μs if an empty donor were available. The mean distance is a poor guide, however, because many randomly placed donors have a much closer neighbour. Averaged over random positions, about 44% of the electrons would hop within 100 μs if all other donors were empty, and up to about 28% with the 56% that are empty by then. At 1 μs, with the 13% that are then empty, the figure is only about 3%. With this attempt rate, hopping is a small correction at 1 μs but not at 100 μs, where the values above describe a crystal in which hopping is slower than assumed here.

These numbers belong to a cold, lightly doped layer. The acceptor density assumed here, 10¹⁷ cm⁻³, is far below the roughly 10¹⁹ cm⁻³ or more of magnesium used in p-type device layers. In heavily doped layers the assumption of isolated pairs in a quiet electrostatic background becomes doubtful. The random field grows as the two-thirds power of the ion density, so ten times more donors, all ionised, would multiply the broadening at the same separation by 4.6 and make it larger than the shift itself. At room temperature the donors also lose their electrons thermally. Real spectra contain phonon replicas below the zero-phonon line; if their relative strengths do not depend on r, each repeats the same shift. At small r the allowed separations are discrete lattice distances, and the smooth band should be read as an average over them.

The numerical output below lists the main values used here.

Values computed for the example and the checks

```
Gap 3.50 eV, acceptor binding 0.22 eV
Permittivity 9.5, electron mass 0.2, hole mass 1.0
W0 1.0e+08 1/s, temperature 10 K
Acceptors 1.0e+17, donors 1.0e+16 cm^-3
Donor radius a 2.514 nm, acceptor radius 0.416 nm
Donor binding 30.15 meV
Coulomb constant C 0.1516 eV nm, E_inf 3.2498 eV
Zero-delay peak: r 5.027 nm, E 3.2800 eV
Single pairs: r nm, C/r meV, photon eV, lifetime us
  5, 30.32, 3.2802, 0.5343
  10, 15.16, 3.2650, 28.55
  15, 10.11, 3.2600, 1525
Delay us: r_peak nm, W*t at peak, E_peak eV, E_mean eV
  0.1: 5.655, 0.111, 3.2767, 3.2848
  1: 7.267, 0.308, 3.2707, 3.2718
  10: 9.612, 0.477, 3.2656, 3.2655
  100: 12.240, 0.589, 3.2622, 3.2620
Delay us: slope meV/decade, full width meV, donors left
  0.1: -4.94, 26.1, 0.967
  1: -5.98, 12.9, 0.870
  10: -4.15, 6.5, 0.683
  100: -2.73, 3.8, 0.440
Peak red shift, 1 to 100 us: 8.47 meV
Peak wavelength at 1 us 379.07 nm
Peak wavelength at 100 us 380.06 nm
(a/2) ln(W0 t) at 100 us: 11.576 nm
Test, peak formula: largest error 7.1e-04 meV
Test, slope formula: largest relative error 1.6e-03
Test, overlap formula: largest relative error 2.8e-15
Mean-energy drift at 1 us, meV/us, for three rate laws:
  exponential -3.743, power law -3.612, rising 0.2913
Random partners at W0 t = 100: formula <a/r> 0.3637
  N a^3 0.002: <a/r> 0.3632, survival 0.8410, formula 0.8394
  N a^3 0.02: <a/r> 0.3638, survival 0.1742, formula 0.1737
Neglected effects (shifts are for 1 to 100 us):
  Shift with exact overlap 8.54 meV
  Shift with permittivity 10.4: 7.07 meV
  Shift with W0 ten times larger 5.65 meV
  Neutral-pair electrostatics at 0.1 us peak 0.0376 meV
  Neutral-pair dispersion, magnitude, same r 0.0282 meV
  Random field 0.00291 MV/cm, rms width 2.05 meV
  Shift with this broadening 8.78 meV
  Capture coefficient taken 1e-06 cm^3/s
  Thermal release at 10 K 4.4e-06 1/s
  Release takes 100 us at 23.8 K
  Donor spacing 25.7 nm, hop attempt rate 1e+12 1/s
  Donor hop rate 1.3e+03 1/s, hops in 100 us 0.130
```
